\section*{Defect Freeze-In on Cooling: Leading Asymptotics and First Correction}

\section{Definitions and conventions}

A defect has concentration $c(t)$ in a solid whose temperature $T$ falls at the rate $q=-dT/dt>0$. Its equilibrium concentration and relaxation time are
\begin{equation}
c_{\rm eq}(T)=c_0e^{-E_s/kT},\qquad \tau(T)=\tau_0e^{E_a/kT}.
\end{equation}
Here $E_s$ is the enthalpy that sets the equilibrium concentration, $E_a$ is the relaxation barrier, and $k$ is Boltzmann's constant. Relaxation is of first order, with one barrier:
\begin{equation}
\frac{dc}{dt}=-\frac{c-c_{\rm eq}(T)}{\tau(T)} .
\label{rate}
\end{equation}
The rate $q$ is constant until stated otherwise. We use
\begin{equation}
y=\frac{E_a}{kT},\qquad r=\frac{E_s}{E_a},\qquad A=\frac{E_a}{kq\tau_0},
\end{equation}
so that $c_{\rm eq}=c_0e^{-ry}$. The freeze-in temperature $T_f$ will be defined by a matching condition, and $x=E_a/kT_f$ is the large parameter. The expansion is in $1/x$ at fixed $r$.

\section{The solution in a natural variable}

Since $dT=-q\,dt$, equation (\ref{rate}) becomes $dc/dT=(c-c_{\rm eq})/(q\tau)$. Define the relaxation that remains between $T$ and absolute zero, in units of relaxation times:
\begin{equation}
u(T)=\int_0^T\frac{dT'}{q\,\tau(T')} .
\label{udef}
\end{equation}
Then $du=dT/(q\tau)$ and $dc/du=c-c_{\rm eq}$. Multiplying by $e^{-u}$ gives $d(ce^{-u})/du=-c_{\rm eq}e^{-u}$. Integration from $u=0$ (cold) to $u_0=u(T_0)$ (start) yields
\begin{equation}
c_{\rm fr}=c(T_0)e^{-u_0}+\int_0^{u_0}c_{\rm eq}\,e^{-u}\,du .
\label{exact}
\end{equation}
The frozen concentration is an average of past equilibrium values with weight $e^{-u}$. If $u_0\gg1$, the start is forgotten and the upper limit may be taken to infinity. The weight then lies around $u$ of order one.

\section{Matching condition and freeze-in temperature}

In (\ref{udef}) put $T'=E_a/(ks)$, so $dT'=-E_a\,ds/(ks^2)$. Integrating by parts,
\begin{align}
u&=A\int_y^\infty\frac{e^{-s}}{s^2}\,ds
=A\left[\frac{e^{-y}}{y^2}-2\int_y^\infty\frac{e^{-s}}{s^3}\,ds\right]\nonumber\\
&=A\frac{e^{-y}}{y^2}\left[1-\frac2y+O(y^{-2})\right].
\label{uasym}
\end{align}
The leading term is $u\simeq kT^2/(E_aq\tau)$. We define $T_f$ by setting this term equal to one:
\begin{equation}
\tau(T_f)=\frac{kT_f^2}{E_aq},\qquad\hbox{or}\qquad x^2e^x=A .
\label{match}
\end{equation}
The right side of the first form is a cooling time with a definite meaning. Because $d\ln\tau/dT=-E_a/kT^2$, cooling by $kT^2/E_a$ lengthens $\tau$ by a factor of about $e$.

The square root of (\ref{match}), divided by two, is $(x/2)e^{x/2}=\sqrt A/2$. The Lambert function $W$ is defined by $We^W=z$, hence
\begin{equation}
x=2W\!\left(\frac{\sqrt A}{2}\right),\qquad
\frac1{T_f}=\frac k{E_a}\left[\ln\frac{E_a}{kq\tau_0}-2\ln x\right].
\end{equation}
The inverse temperature is therefore linear in $\ln q$, apart from the slowly varying $2\ln x$. For the slope, differentiate $x+2\ln x=\ln A$, with $d\ln A=-d\ln q$:
\begin{equation}
\frac{dx}{d\ln q}=-\frac{x}{x+2},\qquad
\frac{d\ln T_f}{d\ln q}=-\frac1x\frac{dx}{d\ln q}=\frac1{x+2}.
\label{slope}
\end{equation}

Replacing the cooling time by $T/q$ would give $ye^y=A$, or $y+\ln y=x+2\ln x$. For large $x$ this puts $y$ above $x$ by about $\ln x$, and $c_{\rm eq}$ changes by a factor of about $x^{-r}$. That factor does not approach one as $x$ grows, so this choice fails already at leading order for the concentration.

\section{Frozen concentration with its first correction}

Write $y=x+\delta$. Where the weight in (\ref{exact}) is appreciable, $\delta$ is of order one. Inserting $A=x^2e^x$ in (\ref{uasym}) and taking the logarithm,
\begin{align}
\ln u&=-\delta-2\ln\left(1+\frac\delta x\right)-\frac2x+O(x^{-2})\nonumber\\
&=-\delta\left(1+\frac2x\right)-\frac2x+O(x^{-2}).
\label{lnu}
\end{align}
Solving for $\delta$ to first order gives
\begin{equation}
\delta=-\ln u-\frac2x(1-\ln u)+O(x^{-2}).
\end{equation}
Since $c_{\rm eq}=c_{\rm eq}(T_f)e^{-r\delta}$,
\begin{equation}
c_{\rm eq}=c_{\rm eq}(T_f)\,u^r\left[1+\frac{2r}{x}(1-\ln u)+O(x^{-2})\right].
\label{cu}
\end{equation}
This expansion is poor when $|\ln u|$ is large, but those regions carry little weight: the factor $u^r$ and the short interval suppress small $u$, and $e^{-u}$ suppresses large $u$.

The integrals needed are $\int_0^\infty u^re^{-u}du=\Gamma(1+r)$ and its derivative with respect to $r$, $\int_0^\infty u^r\ln u\,e^{-u}du=\Gamma'(1+r)$. With $\psi=\Gamma'/\Gamma$,
\begin{equation}
c_{\rm fr}=c_{\rm eq}(T_f)\Gamma(1+r)\left[1+\frac{2r}{x}\{1-\psi(1+r)\}+O(x^{-2})\right].
\label{main}
\end{equation}

The temperature $T^*$ at which the frozen concentration would be the equilibrium one satisfies $c_0e^{-ry^*}=c_{\rm fr}$, where $y^*=E_a/kT^*$. Taking logarithms of (\ref{main}),
\begin{equation}
y^*=x-\frac{\ln\Gamma(1+r)}r-\frac2x\{1-\psi(1+r)\}+O(x^{-2}).
\label{star}
\end{equation}
Thus $T_f$ and $T^*$ generally differ by a shift of order one in $y$, a relative temperature shift of order $1/x$. At $r=1$ this leading shift vanishes.

The logarithmic law belongs to the temperature, not to the concentration. From $\ln c_{\rm eq}(T_f)=\ln c_0-rx$ and (\ref{slope}),
\begin{equation}
\frac{d\ln c_{\rm fr}}{d\ln q}=\frac{rx}{x+2}+O(x^{-2}).
\label{power}
\end{equation}
The concentration follows a power of the cooling rate, with a slowly varying exponent that tends to $E_s/E_a$ for large $x$.

\section{Two limits}

\subsection{Equilibrium that varies faster than relaxation}

Let $r\gg1$. Stirling's formula gives $\ln\Gamma(1+r)\simeq r\ln r-r$, and the leading terms of (\ref{star}) become $y^*\simeq x-\ln r+1$. Now $T^*$ lies above $T_f$. The reason is that $c_{\rm eq}$ falls by a factor $e$ within $kT^2/E_s$, an interval $r$ times shorter than that for $\tau$, so the defect falls behind earlier. The correction in (\ref{main}) has magnitude of about $2r(\ln r-1)/x$. The expansion for the concentration therefore needs $r\ln r\ll x$ as well as $x\gg1$.

\subsection{Quench from too low a start}

If $u_0\ll1$, there is no time to relax, and a sample that starts in equilibrium keeps nearly all its defects. Setting $e^{-u}\simeq1-u$ in (\ref{exact}) and keeping first order in $u_0$,
\begin{equation}
1-\frac{c_{\rm fr}}{c_{\rm eq}(T_0)}\simeq
u_0-\int_0^{u_0}\left(\frac u{u_0}\right)^rdu
=\frac{r}{1+r}\,u_0 .
\label{quench}
\end{equation}
The power law used here is the leading form for large $E_a/kT_0$. In this regime the frozen state is set by $T_0$, and the $T_f$ of (\ref{match}), which lies above $T_0$, has no physical role.

\section{Example: lead vacancies in a PbTe film}

Consider a film of thickness $L=1.0$ um for an on-chip thermoelectric cooler. Both faces are kept saturated with tellurium, which fixes the equilibrium concentration of lead vacancies there. Excess vacancies diffuse to the faces. The slowest diffusion mode, $\sin(\pi z/L)$, decays at the rate $\pi^2D/L^2$. With $D=D_0e^{-E_a/kT}$ and $D_0=10^{-2}$ cm$^2$/s,
\begin{equation}
\tau_0=\frac{L^2}{\pi^2D_0}=\frac{(10^{-4})^2}{\pi^2\times10^{-2}}\ \hbox{s}=1.013\times10^{-7}\ \hbox{s}.
\end{equation}
We take $E_a=1.00$ eV, $E_s=0.35$ eV and $c_0=8\times10^{20}$ cm$^{-3}$. These are round model values in the rough regime of the material, not measured data. The film starts in equilibrium at 800 K and cools to 300 K.

For $q=1$ K/s, $\ln A=25.464$. The solution is $x=19.521$, since $19.521+2\ln19.521=25.464$, and $T_f=594.5$ K. There $kT_f^2/E_a=30.45$ K, so the cooling time is 30.45 s, equal to $\tau(T_f)$. The leading concentration is
\begin{equation}
8.626\times10^{17}\times0.8912=7.687\times10^{17}\ \hbox{cm}^{-3}.
\end{equation}

For the correction we need $\psi(1.35)$. Using $\psi(z)=\psi(z+1)-1/z$ four times and $\psi(z)\simeq\ln z-1/(2z)-1/(12z^2)$ at $z=5.35$,
\begin{equation}
\psi(1.35)\simeq1.5807-1.6947=-0.114 .
\end{equation}
The relative correction is $0.70\times1.114/x=0.780/x$, or 4.0\% of the leading value. Direct integration of (\ref{rate}) gives $7.947\times10^{17}$ cm$^{-3}$, which is 3.4\% above the leading value. The first correction thus reduces the discrepancy from 3.4\% to 0.6\%. Lowering $\tau_0$ by a factor of $10^{20}$, with $q$, $E_a$ and $E_s$ fixed, gives $x=63.2$. This artificial case probes the expansion: the predicted correction is 1.23\% and the integrated one 1.17\%. The remainder falls about ninefold while $x^2$ grows by 10.5, close to what is expected of a term in $1/x^2$.

Four cooling rates, with all else fixed, give:
\begin{center}
\begin{tabular}{cccc}
$q$ (K/s)&$T_f$ (K)&$T^*$ (K)&$c_{\rm fr}$ (cm$^{-3}$)\\
0.01&488.9&483.8&$1.81\times10^{17}$\\
0.1&536.8&530.8&$3.80\times10^{17}$\\
1&594.5&587.4&$7.95\times10^{17}$\\
10&665.3&656.8&$1.65\times10^{18}$
\end{tabular}
\end{center}
The last two columns come from integration. The slope (\ref{slope}) gives $594.5\times2.303/21.52=63.6$ K per decade near 1 K/s. A logarithmic dependence can still mean tens of kelvins. The concentration roughly doubles per decade: the integrated exponents are 0.323, 0.320 and 0.317 for successive decades, against 0.317 from (\ref{power}) at 1 K/s. Using $T/q$ as the cooling time would put freeze-in at 519 K.

The leading $u_0$ equals one at $q=273$ K/s, so at 1 K/s the start is forgotten. At ten times that limit, $E_a/kT_0=14.5$ and (\ref{uasym}) give $u_0\simeq0.1(1-2/14.5)=0.086$. Equation (\ref{quench}) then predicts a loss of $0.259\times0.086=0.022$, against 0.020 from integration. Most of this gap comes from the power law in (\ref{quench}), whose exponent has a relative correction of order $kT_0/E_a$, so a gap of nearly 10\% remains for much faster quenches.

\section{Cooling that slows down}

Let $q$ now depend smoothly on $T$, and take $q$ in (\ref{match}) at $T_f$. Near $T_f$, $T-T_f\simeq-(T_f/x)\delta$, so
\begin{equation}
\frac1{q(T)}\simeq\frac{e^{\epsilon\delta}}{q(T_f)},\qquad
\epsilon=\frac{kT_f^2}{E_a}\left.\frac{d\ln q}{dT}\right|_{T_f}.
\end{equation}
The integrand in (\ref{uasym}) acquires the factor $e^{\epsilon(s-x)}$. For small $\epsilon$, its integral acquires $e^{\epsilon\delta}(1+\epsilon)$. In (\ref{lnu}) both terms $2/x$ are therefore replaced by $2/x-\epsilon$, and to first order
\begin{equation}
c_{\rm fr}=c_{\rm eq}(T_f)\Gamma(1+r)\left[1+r\left(\frac2x-\epsilon\right)\{1-\psi(1+r)\}\right].
\end{equation}

Suppose $q$ is proportional to $T-300$ K and starts at 1 K/s. Matching gives $T_f=578.7$ K, where $q=0.557$ K/s. Here $2/x=0.100$ and $\epsilon=28.9/278.7=0.104$, so the corrections nearly cancel. The leading value is $6.38\times10^{17}$ cm$^{-3}$; integration down to 310 K gives $6.35\times10^{17}$ cm$^{-3}$.

\section{What the single relaxation time leaves out}

\subsection{Higher diffusion modes}

The difference $c-c_{\rm eq}$ vanishes at the faces and is driven uniformly by $-dc_{\rm eq}/dt$. Expand the uniform drive as $1=\sum_{n\,{\rm odd}}(4/n\pi)\sin(n\pi z/L)$. The film mean of each sine is $2/(n\pi)$, so mode $n$ enters the mean concentration with weight $8/(\pi^2n^2)$. It obeys (\ref{rate}) with $\tau/n^2$, so its remaining relaxation is $n^2u$. By the leading form of (\ref{cu}), it freezes at a concentration lower by $n^{-2r}$. The ratio of the film mean to the single-mode result is
\begin{equation}
\frac8{\pi^2}\sum_{n\,{\rm odd}}n^{-2-2r}=0.874 .
\end{equation}
A diffusion solution on a grid gives 0.879. The mean is then about $7.0\times10^{17}$ cm$^{-3}$; the 100-cell grid gives $6.98\times10^{17}$ and reads low by about 0.1\%, because the profile is steep at the faces. With two holes per vacancy, the hole density is about $1.4\times10^{18}$ cm$^{-3}$.

\subsection{Charge and carriers}

A lead vacancy is taken to carry charge $-2e$. Let $D_b$ be its bare diffusivity and $\varphi$ the potential in units of $kT/e$. Fast holes keep $\nabla p+p\nabla\varphi=0$, and neutrality gives $p=2c$, so $\nabla\varphi=-\nabla c/c$. The vacancy flux is
\begin{equation}
J=-D_b(\nabla c-2c\nabla\varphi)=-3D_b\nabla c .
\end{equation}
The $D$ used above is this chemical diffusivity, $3D_b$. If the chosen $D_0$ were the bare one, $\tau_0$ would be three times smaller, $T_f$ would drop to 565.5 K, and $c_{\rm eq}(T_f)$ would be multiplied by 0.705.

The factor three assumes nondegenerate holes and no intrinsic electrons. With a rough density-of-states mass of 0.35 free-electron masses, used for both holes and intrinsic electrons, and a gap of 0.36 eV, Fermi integrals replace it by 2.87 at $T_f$ and 3.21 at 800 K. This estimate has a single light valence band. PbTe also has a heavy second valence band, well populated at these temperatures, which reduces degeneracy and admits more intrinsic electrons. Both effects lower the factor, possibly well below three. Other acceptors lower it too: for nondegenerate holes and no intrinsic electrons it is $1+4c/p$, which equals three when $p=2c$, as when vacancies supply all the holes.

\subsection{The model beside a real film}

Tellurium-rich PbTe is p-type, and lead vacancies are its usual native acceptors. The hole density found here is low for a thermoelectric leg, for which roughly $10^{19}$ cm$^{-3}$ or more is typical and is reached by doping. Real films also have grain boundaries and dislocations, which can act as sinks inside the film. Suppose such sinks act like the faces, as parallel planes that hold the vacancies at the same equilibrium concentration. Since $q$ and $\tau_0$ enter through their product, reducing the sink spacing from 1 um to 0.1 um at fixed $q=1$ K/s is equivalent to the row for 0.01 K/s: $T_f$ falls to 489 K and the single-mode concentration to $1.8\times10^{17}$ cm$^{-3}$. The barrier matters too: 0.9 eV gives 538 K and 1.1 eV gives 651 K, with the other inputs fixed, so a change of 0.1 eV moves $T_f$ by nearly 60 K. Vacancy clustering and precipitation of excess tellurium inside the film are left out, and their effects are not estimated here. Holding both faces at tellurium saturation is also an idealization for a film on a substrate.

Frozen also has a time limit. In this model $\tau$ is $6.4\times10^9$ s at 300 K, $4.0\times10^5$ s at 400 K and $1.2\times10^3$ s at 500 K. With these inputs the quenched state lasts about 200 years at 300 K, under a year at 350 K and a few days at 400 K. The room-temperature figure is sensitive to the inputs: sinks 0.1 um apart cut it to about 2 years, a barrier of 0.9 eV to about 4 years, and both together to about two weeks. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Barrier Ea = 1.00 eV; solubility enthalpy Es = 0.35 eV
Solubility prefactor c0 = 8.0e+20 cm^-3
Film thickness L = 1.0 um; D0 = 1.00e-02 cm^2/s
Relaxation prefactor tau0 = 1.013e-07 s
Start 800 K, end 300 K
Ratio r = Es/Ea = 0.350; Gamma(1+r) = 0.8912
Reference rate q = 1.0 K/s
ln(Ea/(k q tau0)) = 25.464
x = Ea/(k Tf) = 19.521; Tf = 594.5 K
Cooling interval k Tf^2/Ea = 30.45 K
Relaxation time at Tf = 30.45 s
Slope d ln Tf/d ln q = 0.0465
Linear estimate of shift per decade = 63.6 K
c_eq(Tf) = 8.626e+17 cm^-3
Table: q (K/s), Tf (K), T* integrated (K),
  c formula (cm^-3), c integrated (cm^-3)
    0.01   488.9   483.8 1.759e+17 1.809e+17
    0.10   536.8   530.8 3.688e+17 3.802e+17
    1.00   594.5   587.4 7.687e+17 7.947e+17
   10.00   665.3   656.8 1.591e+18 1.650e+18
Integrated rate exponents, decade by decade: 0.323, 0.320, 0.317
Predicted exponent at q = 1 K/s: 0.317
Formula error in c at x = 19.5: 3.38 %
Formula error in c at x = 63.2: 1.17 %
Tf from cruder cooling time T/q = 519.1 K
Rate at which Tf reaches the start = 273 K/s
Share of start c kept at ten times that rate = 0.980
Film mean / single mode: grid 0.879, formula 0.874
Film mean vacancy concentration = 6.982e+17 cm^-3
Film mean hole density (2 per vacancy) = 1.396e+18 cm^-3
Slowing cooling: rate at Tf = 0.557 K/s
Slowing cooling: Tf = 578.7 K, c = 6.353e+17 cm^-3
Charged-vacancy drift factor = 2.998
Tf if D0 was the bare diffusivity = 565.5 K
c_eq ratio for that shift = 0.705
Rough hole mass = 0.35 m_e; rough hot gap = 0.36 eV
Valence-band density at Tf = 1.45e+19 cm^-3
Thermodynamic factor at Tf = 2.872
Thermodynamic factor at start = 3.206
Tf for barrier 0.9 eV = 537.6 K
Tf for barrier 1.1 eV = 651.0 K
Relaxation time at 300 K = 6.38e+09 s
Relaxation time at 400 K = 4.03e+05 s
Relaxation time at 500 K = 1.22e+03 s
\end{verbatim}
